# Knowles-Handy Sigma Vector as a Matrix Product, with Olsen's Operation Count

## The task

The four electrons of a lithium hydride molecule, two of each spin, can be placed in 11 orbitals in 3025 ways. Their repulsion mixes these configurations, and the ground state is the lowest eigenvector of a matrix with $3025^2$, about nine million, elements. Larger molecules soon make such a matrix too big to store. An iterative eigensolver does not need it: it needs the product

$$\sigma_I=\sum_J\langle I|H|J\rangle C_J \tag{1}$$

for given coefficients $C_J$. The question is how to form $\sigma$ from the one- and two-electron integrals, and at what cost.

Let $\varphi_p$ be $n$ real orthonormal orbitals. The integrals are energies,

$$h_{pq}=\int\varphi_p\Big(-\frac{\hbar^2}{2m}\nabla^2-\sum_A\frac{Z_Ae^2}{4\pi\varepsilon_0|\mathbf r-\mathbf R_A|}\Big)\varphi_q\,d^3r,$$

$$(pq|rs)=\iint\varphi_p(\mathbf r_1)\varphi_q(\mathbf r_1)\frac{e^2}{4\pi\varepsilon_0 r_{12}}\varphi_r(\mathbf r_2)\varphi_s(\mathbf r_2)\,d^3r_1d^3r_2 .$$

Because the orbitals are real, $(pq|rs)=(qp|rs)=(pq|sr)=(rs|pq)$. The electronic Hamiltonian is

$$H=\sum_{pq\sigma}h_{pq}a^\dagger_{p\sigma}a_{q\sigma}+\tfrac12\sum_{pqrs}\sum_{\sigma\tau}(pq|rs)\,a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}. \tag{2}$$

Subscripts $\sigma,\tau$ on operators denote spin; $\sigma_I$ is the product vector.

## Two single excitations in place of one double

Define $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, which moves one electron from $q$ to $p$. In (2), first exchange the two annihilators, which costs a sign, and then use $a^\dagger_{r\tau}a_{q\sigma}=\delta_{qr}\delta_{\sigma\tau}-a_{q\sigma}a^\dagger_{r\tau}$:

$$\begin{aligned}
a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}
&=-a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{q\sigma}a_{s\tau}\\
&=a^\dagger_{p\sigma}a_{q\sigma}a^\dagger_{r\tau}a_{s\tau}-\delta_{qr}\delta_{\sigma\tau}a^\dagger_{p\sigma}a_{s\tau}.
\end{aligned}$$

Summed over both spins this is $E_{pq}E_{rs}-\delta_{qr}E_{ps}$. The last term contributes $-\frac12\sum_{pqs}(pq|qs)E_{ps}$ to $H$. Renaming $q\to r$ and $s\to q$ makes it a one-electron term, so

$$H=\sum_{pq}k_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)E_{pq}E_{rs},\qquad k_{pq}=h_{pq}-\tfrac12\sum_r(pr|rq). \tag{3}$$

The sum over $r$ covers all $n$ orbitals, not just the occupied ones.

Now take the complete space of determinants with $N_\alpha$ and $N_\beta$ electrons. A determinant is a pair of strings, an alpha and a beta occupation. There are $L_\alpha=\binom n{N_\alpha}$ and $L_\beta=\binom n{N_\beta}$ strings, hence $N_{\rm det}=L_\alpha L_\beta$ determinants. Each term of $E_{rs}$ removes and creates an electron of the same spin, so $E_{rs}|C\rangle$ stays in this space. There $\sum_K|K\rangle\langle K|$ acts as the identity and may be put between the two operators:

$$\sigma_I=\sum_{pq}k_{pq}\langle I|E_{pq}|C\rangle+\tfrac12\sum_{pqrs}(pq|rs)\sum_K\langle I|E_{pq}|K\rangle\langle K|E_{rs}|C\rangle. \tag{4}$$

Double-excitation matrix elements have disappeared; lists of single excitations suffice.

## Gather, multiply, scatter

Equation (4) is evaluated from right to left:

$$D_{rs,K}=\langle K|E_{rs}|C\rangle, \tag{5}$$

$$G_{pq,K}=\tfrac12\sum_{rs}(pq|rs)D_{rs,K}, \tag{6}$$

$$\sigma_I=\sum_{pq}k_{pq}D_{pq,I}+\sum_{pq}\sum_K\langle I|E_{pq}|K\rangle G_{pq,K}. \tag{7}$$

Equation (6) is a matrix of integrals times a matrix whose columns are labelled by determinants. Since $(pq|rs)=(pq|sr)$, it needs only $\tilde D_{rs}=D_{rs}+D_{sr}$ for $r>s$ and $\tilde D_{rr}=D_{rr}$. Also $G_{pq}=G_{qp}$. Rows and columns of the integral matrix therefore run over

$$M=\frac{n(n+1)}2$$

pairs. The matrix $k$ is symmetric too, so the first term of (7) can use $\tilde D$.

**Excitation lists.** Order alpha creators to the left of beta creators, each set by orbital index. When $a^\dagger_pa_q$ acts on a string, $a_q$ passes the occupied orbitals below $q$, and $a_p^\dagger$ passes the remaining ones below $p$. Those below both are counted twice, which leaves the sign $(-1)^b$, where $b$ is the number of occupied orbitals strictly between $p$ and $q$. For $p=q$ the sign is $+1$. A beta pair first passes all $N_\alpha$ alpha creators twice, which adds no sign.

For a string with $N$ electrons, $q$ can be any of $N$ occupied orbitals, and $p$ is either $q$ itself or one of $n-N$ empty orbitals. Each string thus has

$$s(N)=N(n-N+1) \tag{8}$$

list entries. In the pseudocode an entry `(I, J, sgn)` of `alpha[p,q]` means $\langle I|E^\alpha_{pq}|J\rangle=$ `sgn`, and `x(p,q)` is the index of the unordered pair.

```
D = 0                                    # M x L_alpha x L_beta
for all p,q:                             # gather
    for (I,J,sgn) in alpha[p,q]: D[x(p,q), I, :] += sgn * C[J, :]
    for (I,J,sgn) in beta[p,q]:  D[x(p,q), :, I] += sgn * C[:, J]

sigma = sum over x of k[x] * D[x]
G = 0.5 * g @ D                          # (M x M) times (M x N_det)

for all p,q:                             # scatter
    for (I,J,sgn) in alpha[p,q]: sigma[I, :] += sgn * G[x(p,q), J, :]
    for (I,J,sgn) in beta[p,q]:  sigma[:, I] += sgn * G[x(p,q), :, J]
```

The gather loops run over all ordered $p,q$, so the two orders add into one row and form $\tilde D$. The scatter also needs both orders, because $E_{pq}$ and $E_{qp}$ are different operators that share one $G$. For fixed $p,q$ and spin, no two entries have the same target `I`, so the updates can be vectorized without collisions.

The array $D$ holds $MN_{\rm det}$ numbers. Different $K$ do not mix in (6), so blocks of $K$ can be gathered, multiplied and scattered in turn, which limits the storage to one block.

## What the matrix product gains

The product (6) takes $M^2N_{\rm det}$ multiply-adds. It reads $M^2+MN_{\rm det}$ numbers and writes $MN_{\rm det}$. For $N_{\rm det}\gg M$ this permits about $M/2$ multiply-adds per number moved, if loaded data are kept close to the processor. Matrix-multiplication routines are organized to do this. Adding one scaled row of $D$ at a time to a row of $G$ moves about three numbers per multiply-add.

For LiH, $M=66$ and the product has $66^2\times3025=13\,176\,900$ multiply-adds. In one test run, a library matrix product took 0.80 ms and the same arithmetic as $66^2$ separate row updates in Python took 25 ms, each the best of five runs. The ratio of about 32 belongs to that machine and that code. Call overhead, temporary arrays, the lack of data reuse and any threading inside the library all enter it, and the test does not separate them.

## Olsen's alpha-beta string algorithm

Split $E_{pq}=E^\alpha_{pq}+E^\beta_{pq}$ in (3). The two mixed products are equal after summation: alpha and beta excitations commute, and $(pq|rs)=(rs|pq)$ allows the pairs to be renamed. Together they cancel the factor $\frac12$:

$$H=F^\alpha+F^\beta+\sum_{pqrs}(pq|rs)E^\alpha_{pq}E^\beta_{rs},$$

$$F^\alpha=\sum_{pq}k_{pq}E^\alpha_{pq}+\tfrac12\sum_{pqrs}(pq|rs)E^\alpha_{pq}E^\alpha_{rs}, \tag{9}$$

and likewise for $F^\beta$. Write $C$ as an $L_\alpha\times L_\beta$ matrix and let the operators stand for their matrices over strings. Then

$$\sigma=F^\alpha C+C(F^\beta)^T+\sum_{pq}E^\alpha_{pq}\,C\,(T_{pq})^T,\qquad T_{pq}=\sum_{rs}(pq|rs)E^\beta_{rs}. \tag{10}$$

```
sigma = F_alpha @ C + C @ transpose(F_beta)       # sparse F
for all p,q:
    gather rows:  X[i, :] = sgn_i * C[J_i, :]     # i runs over alpha[p,q]
    multiply:     V = X @ transpose(T[p,q])       # sparse T
    scatter rows: sigma[I_i, :] += V[i, :]
```

**Same spin.** $F$ connects a string to itself, to single replacements and to double replacements:

$$S(N)=1+N(n-N)+\binom N2\binom{n-N}2. \tag{11}$$

Each determinant needs $S(N_\alpha)+S(N_\beta)$ multiply-adds.

**Opposite spin.** There are $L_\alpha s(N_\alpha)$ alpha entries in total. For each, $T_{pq}$ acts on a row of length $L_\beta$. A row of $T_{pq}$ has one diagonal element, in which all terms $r=s$ are merged, and $N_\beta(n-N_\beta)$ single replacements. Dividing by $N_{\rm det}=L_\alpha L_\beta$ gives the total per determinant

$$W_{\rm O}=N_\alpha(n-N_\alpha+1)\,[1+N_\beta(n-N_\beta)]+S(N_\alpha)+S(N_\beta). \tag{12}$$

The gather-multiply-scatter scheme of (5)–(7) is called the Knowles-Handy algorithm. Its count on the same basis is

$$W_{\rm KH}=M^2+M, \tag{13}$$

where the second term is the $k$ contraction. These are multiplications by integrals or by tables made from them. Sign-only transfers are extra: $2[s(N_\alpha)+s(N_\beta)]$ per determinant for Knowles-Handy and $2s(N_\alpha)$ for Olsen. Neither count uses the spin-flip symmetry available when $N_\alpha=N_\beta$, and both assume that no integral vanishes, so zeros due to spatial symmetry (which LiH has) are ignored.

The tables $F$ and $T$ depend on the integrals but not on $C$, so they can be built once per Hamiltonian. If all $T_{pq}$ are too large to keep, each can be rebuilt when needed. With one table built for each ordered pair $p,q$, as in the loop above, that adds $n^2s(N_\beta)/L_\alpha$ multiply-adds per determinant to every $\sigma$. If many orbitals are empty of beta electrons, this is, relative to the opposite-spin work, about $n^2/[L_\alpha s(N_\alpha)]$, which is small when the alpha lists hold many more than $n^2$ entries, so that each rebuilt table is used many times. For LiH the extra cost is 44, against 380 for the opposite-spin part. Under the same condition on the beta electrons, the two are about equal when there is a single alpha electron. Since $(pq|rs)=(qp|rs)$ gives $T_{pq}=T_{qp}$, treating both orders with one table replaces $n^2$ by $M$ and nearly halves these costs, to 24 for LiH.

## Where the operation counts differ

For LiH, $n=11$ and $N_\alpha=N_\beta=2$:

$$W_{\rm KH}=66^2+66=4422,$$

$$S(2)=1+18+1\cdot36=55,\qquad W_{\rm O}=2\cdot10\cdot19+2\cdot55=380+110=490.$$

The ratio is 9.02. The sign-only transfers number 80 and 40. Building $T$ and $F$ for both spins from the lists costs $n^2\cdot20+20\cdot19+20=2820$ multiply-adds per string: the first term is for $T$, the second for the two-electron part of $F$ and the third for $k$. With $2\times55$ strings this is $310\,200$, or 102.5 per determinant, paid once. Building only the $M$ distinct tables $T_{pq}=T_{qp}$ lowers the 2820 to $66\cdot20+380+20=1720$.

Two limits show what controls the ratio. At half filling, $N_\alpha=N_\beta=n/2$, the leading terms for large $n$ are

$$W_{\rm KH}\to\frac{n^4}4,\qquad W_{\rm O}\to\frac{n^4}{16}+2\cdot\frac{n^4}{64}=\frac{3n^4}{32},$$

so the ratio tends to $8/3$. For a fixed number $N_\alpha=N_\beta=N$ and large $n$,

$$W_{\rm O}\to N^2n^2+2\cdot\frac{N(N-1)}2\cdot\frac{n^2}2=\frac{N(3N-1)}2\,n^2,$$

$$\frac{W_{\rm KH}}{W_{\rm O}}\to\frac{n^2}{2N(3N-1)}. \tag{14}$$

Equations (12) and (13) give, at finite size:

| $n$ | $N$ | $W_{\rm KH}$ | $W_{\rm O}$ | ratio |
|---:|---:|---:|---:|---:|
| 12 | 6 | 6162 | 2078 | 2.97 |
| 16 | 8 | 18632 | 6378 | 2.92 |
| 20 | 2 | 44310 | 1786 | 24.8 |
| 50 | 2 | 1626900 | 11956 | 136 |
| 50 | 5 | 1626900 | 72232 | 22.5 |

The extra factor $n^2$ at fixed $N$ comes from zeros. For a given $K$, $D_{rs,K}$ can be nonzero only if $r$ is occupied in $K$ and $s$ is either $r$ or empty, for at least one spin. At most $s(N_\alpha)+s(N_\beta)$ pairs qualify, a number that grows as $n$, whereas the dense product handles all $M\sim n^2/2$ pairs. The scatter needs $G$ for the same unordered pairs. If $z_K$ is their number, a product that skipped the zeros would cost $z_K^2$, which grows as $n^2$, like Olsen's count.

In the LiH space, counting nonzero elements of $D$ for a random $C$ gives a mean $z_K$ of 33.75 and a maximum of 36, out of 66 pairs. The bound is 40. The mean of $z_K^2$ is 1150, well below 4356 but still above Olsen's 490.

An operation count does not settle the running time. Leaving transfers aside, Knowles-Handy is faster if its multiply-adds run faster than Olsen's by more than $W_{\rm KH}/W_{\rm O}$. Near half filling a factor of about three is enough; with few electrons in many orbitals the required factor grows without limit. The measured factor of 32 above compares two forms of (6) and is not a timing of Olsen's algorithm.

## LiH in numbers

The nuclei are 1.6 Å apart, a chosen distance, and the orbitals are Hartree-Fock orbitals in the 6-31G basis. Energies are in attojoule, $1\ \mathrm{aJ}=10^{-18}$ J.

Take first $C=1$ for the Hartree-Fock determinant $|0\rangle$ and zero elsewhere. Let $i,j$ be its doubly occupied orbitals and $a$ the empty ones. The $k$ part of $\sigma_0$ is

$$2\sum_ik_{ii}=2\sum_ih_{ii}-\sum_{ij}(ij|ij)-\sum_{ia}(ia|ia)=-64.8640\ \mathrm{aJ}.$$

In the product part, $K=|0\rangle$ contributes through $E_{ii}E_{jj}$, with value 4. Singly excited $K$ contribute through $\langle0|E_{ia}E_{ai}|0\rangle=2$. With the factor $\frac12$,

$$2\sum_{ij}(ii|jj)+\sum_{ia}(ia|ia)=25.7504\ \mathrm{aJ}.$$

The sums over $a$ cancel, leaving the usual closed-shell energy expression. Numerically $\sigma_0=-64.8640+25.7504=-39.1136$ aJ. Adding the nuclear repulsion of 4.3258 aJ gives the Hartree-Fock energy, $-34.7878$ aJ.

A Lanczos eigensolver supplied with this $\sigma$ routine found the full-CI ground state after 81 evaluations. Its total energy is $-34.8708$ aJ, or $-7.9984$ hartree. The correlation energy in this basis is therefore $-0.0830$ aJ.

## Failure modes

**Incomplete intermediate space.** Let $P$ project on a truncated CI space and let $Q=1-P$. If $K$ is restricted to $P$, the computed matrix lacks

$$\Delta=\tfrac12\sum_{pqrs}(pq|rs)\,P E_{pq}QE_{rs}P. \tag{15}$$

This omission has a definite sign. For $|\Psi\rangle$ in $P$, set $|\chi_{rs}\rangle=QE_{rs}|\Psi\rangle$. Since $E_{pq}^\dagger=E_{qp}$ and $(pq|rs)=(qp|rs)$, relabelling $p\leftrightarrow q$ gives

$$\langle\Psi|\Delta|\Psi\rangle=\tfrac12\sum_{pqrs}(pq|rs)\langle\chi_{pq}|\chi_{rs}\rangle
=\tfrac12\sum_X\iint\frac{e^2\rho_X^*(\mathbf r_1)\rho_X(\mathbf r_2)}{4\pi\varepsilon_0r_{12}}d^3r_1d^3r_2,$$

where $X$ runs over the determinants in $Q$ and $\rho_X=\sum_{pq}\langle X|\chi_{pq}\rangle\varphi_p\varphi_q$. The Fourier transform of $1/(4\pi r)$ is $1/k^2$, with $k$ here a wave number, so each integral is a sum of $|\hat\rho_X|^2/k^2$ with positive weight. Hence $\langle\Delta\rangle\ge0$. Leaving it out lowers the energy expectation or leaves it unchanged, and the variational bound is lost.

To see the size, project the LiH full-CI vector on the 433 determinants with at most two excitations and normalize it. With all $K$, its energy lies 0.00006 aJ above full CI. With $K$ restricted to the same 433 determinants it lies 0.0048 aJ below, an error of about 6% of the correlation energy. The cure is to let $K$ include every determinant that $E_{rs}$ reaches from the CI space, here also triple excitations, and to project $\sigma$ at the end.

**Restriction to one symmetry.** $H$ preserves spatial symmetry, but a single $E_{rs}$ need not. With the molecule on the $z$ axis and the degenerate $\pi$ orbitals chosen as pure $p_x$ and pure $p_y$ types, so that every orbital is even or odd under $x\to-x$, the LiH ground state contains only determinants that are even under $x\to-x$, 1693 of the 3025. Restricting $K$ to them lowers the energy expectation of the full-CI vector by 0.161 aJ, nearly twice the correlation energy. $C$ and $\sigma$ may be stored in one symmetry block; $K$ must run over every block that some $E_{rs}$ reaches from it, that is, every block whose symmetry is that of $C$ times the product of the symmetries of two orbitals. Here this means both the even and the odd block. A block that no orbital pair reaches can be left out: for an atom with only s and p orbitals in $D_{2h}$ and a totally symmetric $C$, no pair reaches the $A_u$ determinants.

**Complex orbitals.** In general $(pq|rs)\ne(pq|sr)$ for them, so $D_{rs}$ and $D_{sr}$ cannot be added before the product. The pair index then has $n^2$ values instead of $M$.

**Cancellation.** The $k$ part and the product part contain $\sum_{ia}(ia|ia)$ with opposite signs. As the orbital set approaches completeness, $\sum_r\varphi_r(\mathbf r_1)\varphi_r(\mathbf r_2)$ approaches $\delta(\mathbf r_1-\mathbf r_2)$, and $\sum_r(ir|ri)$ grows without limit because the Coulomb kernel is evaluated at zero distance. The two parts then become large compared with their sum, and rounding errors grow in the same proportion. The growth is slow. In the LiH example $\sum_{ia}(ia|ia)$ is 1.3 aJ and the whole $k$ part is 1.66 times as large as $\sigma_0$; in the cc-pVQZ basis, with 85 orbitals, the sum is 9.3 aJ and the factor 1.87. Double precision loses almost nothing in either case. With approximate integrals, such as density-fitted ones, $k$ and the product must be formed from the same integrals, or the cancellation is incomplete.
